\section*{Swap Gates in TEBD: Reaching Distant Sites and Counting the Cost}

\section{What symmetry fixes}

Swaps only rearrange sites. The number needed to bring two sites of a chain together is therefore a question about positions alone: the interaction strength $J$, the time step $\delta$ and $\hbar$ do not enter, not even through the dimensionless combination $J\delta/\hbar$. All the action takes place between the two sites, so shifting both along the chain changes nothing, and the relevant integer is their separation $r=j-i$. Exchanging two neighbouring sites changes $r$ by at most one, so reaching $r=1$ takes at least $r-1$ swaps. A swap is its own inverse, so the way back costs as much as the way out. With one operation for the gate itself, the expected cost is
\begin{equation}
 (r-1)+1+(r-1)=2r-1 .
 \label{eq:single}
\end{equation}
This is the cost of one gate with the site order restored. With many gates the journeys can be shared, and the total then depends on the order in which they are made.

\section{Setting}

A matrix product state writes the amplitudes of $N$ sites, each with $d$ levels, as a product of one matrix per site,
\begin{equation}
 \psi_{s_1\dots s_N}=A^{s_1}_1A^{s_2}_2\cdots A^{s_N}_N .
\end{equation}
The matrix dimension at the cut between two neighbouring positions is the bond dimension. Its smallest possible value is the Schmidt rank of the state across that cut.

Time-evolving block decimation (TEBD) applies short-time gates $e^{-i\tau h}$ to neighbouring positions. Each update merges two tensors, applies a $d^2\times d^2$ matrix, and splits the result by a singular value decomposition, keeping at most $\chi$ singular values. The matrix to be split has size up to $d\chi\times d\chi$, so the work per update grows as $d^3\chi^3$. I set $\hbar=1$ and count as one update a swap, a gate, or a gate immediately followed or preceded by a swap on the same two positions, since the two matrices can be multiplied beforehand.

\section{Three sites by hand}

Let $P_b$ swap the contents of positions $b$ and $b+1$. To apply a gate $U$ to sites 1 and 3, start from $|a\,b\,c\rangle$ and follow the three updates:
\begin{align}
 |a\,b\,c\rangle &\xrightarrow{P_1} |b\,a\,c\rangle \\
 &\xrightarrow{U\text{ on }2,3} \sum_{a'c'}U_{a'c',ac}\,|b\,a'\,c'\rangle \\
 &\xrightarrow{P_1} \sum_{a'c'}U_{a'c',ac}\,|a'\,b\,c'\rangle .
\end{align}
The last line is the action of $U$ on sites 1 and 3 with site 2 untouched. No approximation has been made, and the cost is $2\cdot2-1=3$ updates.

Now let all three pairs interact. There are three natural schedules.
\begin{itemize}
\item \emph{Separate.} Pairs (1,2), (1,3) and (2,3) cost $1+3+1=5$ updates.
\item \emph{Carried.} Apply gate (1,2) fused with a swap, giving the order 213. Apply gate (1,3) on the last two positions. Swap back to 123 and apply gate (2,3). This takes 4 updates.
\item \emph{Network.} Fuse every gate with a swap, on positions (1,2), then (2,3), then (1,2). The order runs $123\to213\to231\to321$, and the pairs met are (1,2), (1,3), (2,3). This takes 3 updates but leaves the chain reversed.
\end{itemize}

\section{One distant gate in general}

For sites $i<j$ define the path $Q=P_{j-2}\cdots P_{i+1}P_i$, with the rightmost factor acting first. It carries site $i$ to position $j-1$ and moves each site in between one place to the left. Repeating the three-site calculation gives
\begin{equation}
 U_{ij}=Q^\dagger\,U_{j-1,j}\,Q ,
\end{equation}
with $r-1$ swaps in $Q$ and $r-1$ in $Q^\dagger$. This reaches Eq.~\eqref{eq:single}.

Could a fused swap save an update? Call a pair of sites inverted if its order differs from the original one. An adjacent swap changes the number of inverted pairs by exactly one. When $i$ and $j$ are adjacent, each of the $r-1$ sites $k$ that began between them lies outside. If $k$ is to the left of both, the pair $(i,k)$ is inverted; if it is to the right, $(k,j)$ is. There are thus at least $r-1$ inversions, and at least $r$ if $i$ and $j$ are themselves inverted.

With a plain gate, at least $r-1$ swaps come before it and $r-1$ after it, which gives $2r-1$. With a fused gate, $i$ and $j$ are inverted on one side of the update and not on the other, so the total is at least $(r-1)+1+r=2r$. Fusion does not help a single gate whose site order must be restored. If the order may be left changed, $r-1$ swaps and one gate suffice, a total of $r$. An exhaustive search over arrangements of six sites gives these same minima, $r$ and $2r-1$, for every $r$ from 1 to 5. The argument assumes that $U$ is applied once and whole, not decomposed into other gates.

For fermions the swap must carry a sign. An operator $F$ that leaves the vacuum alone and exchanges $c_1$ and $c_2$ gives
\begin{equation}
 F c_1^\dagger c_2^\dagger|0\rangle=c_2^\dagger c_1^\dagger|0\rangle=-c_1^\dagger c_2^\dagger|0\rangle ,
\end{equation}
so two occupied modes acquire a factor $-1$. With this sign, $F c_2^\dagger c_3F^\dagger=c_1^\dagger c_3$, and neighbour hopping becomes distant hopping.

\section{Many gates: three schedules}

Let every pair with separation at most $R$ interact.

\subsection{Separate journeys}

There are $N-r$ pairs at separation $r$. Using $\sum_{r=1}^R(2r-1)=R^2$ and the standard sums of $r$ and $r^2$,
\begin{align}
 C_{\rm sep}&=\sum_{r=1}^{R}(N-r)(2r-1)
 =NR^2-\sum_{r=1}^{R}(2r^2-r)\\
 &=NR^2-\frac{R(R+1)(2R+1)}{3}+\frac{R(R+1)}{2}\\
 &=NR^2-\frac{R(R+1)(4R-1)}{6}.
\end{align}
For all pairs, $R=N-1$, this becomes
\begin{equation}
 C_{\rm sep}=N(N-1)\,\frac{6(N-1)-(4N-5)}{6}=\frac{N(N-1)(2N-1)}{6}.
\end{equation}

\subsection{Carrying a site past its partners}

A site with $m$ partners to its right needs $m$ gates. The first $m-1$ are fused with swaps that carry it onward, and $m-1$ swaps bring it home, a total of $2m-1$. There are $N-R$ sites with $m=R$; the sites near the right end have $m=R-1,\dots,1,0$, and the last needs nothing. Hence
\begin{equation}
 C_{\rm car}=(N-R)(2R-1)+\sum_{m=1}^{R-1}(2m-1)=(N-R)(2R-1)+(R-1)^2 .
\end{equation}
For all pairs this is $(2N-3)+(N-2)^2=(N-1)^2$.

When $N\gg R$, separate journeys cost about $NR^2$ and carried ones about $N(2R-1)$. Every pair needs at least one update, so no schedule of this kind can go below about $NR$. For $N=40$ and $R=4$ the counts are $640-50=590$ and $36\cdot7+9=261$, for 150 pairs.

\subsection{The swap network}

For all-to-all coupling, apply gate and swap together on positions $(1,2),(3,4),\dots$, then on $(2,3),(4,5),\dots$, and alternate for $N$ layers. To see where the sites go, give a site at position $p$ the label $p$ if it is moving right and $2N+1-p$ if it is moving left, with labels taken modulo $2N$. Initially odd positions move right and even positions move left.

Each layer raises every label by one. This is clear for a site that moves. A site idle at the right end goes from label $N$ to $N+1$, which denotes a left-mover at position $N$. A site idle at the left end goes from $2N$ to $1$, a right-mover at position 1. After $N$ layers a right-mover has label $p+N$, hence position $2N+1-(p+N)=N+1-p$. A left-mover has label $3N+1-p$, equivalent to $N+1-p$, which is again that position. The chain is reversed.

For even $N$ the number of updates is $\frac N2\cdot\frac N2+\frac N2(\frac N2-1)$; for odd $N$ it is $N\cdot\frac{N-1}{2}$. Both equal
\begin{equation}
 C_{\rm net}=\frac{N(N-1)}{2}.
\end{equation}
Reversal requires each of the $N(N-1)/2$ pairs to be exchanged an odd number of times. As there are only that many exchanges, each pair meets once. This is one update per gate, the minimum. At $N=40$ the three all-pair counts are 20540, 1521 and 780.

\subsection{Choosing the numbering of a lattice}

Separation itself depends on how sites are numbered. Number a lattice of $l$ rows, each $w$ sites wide, row by row. Horizontal neighbours have $r=1$ and vertical ones $r=w$, so separate journeys cost
\begin{equation}
 C(w,l)=l(w-1)+(l-1)w(2w-1).
\end{equation}
Reversing every second row gives vertical separations $1,3,\dots,2w-1$. Their sum is $w^2$, so their cost is $2w^2-w$ per pair of rows, as before. Turning the lattice does matter:
\begin{equation}
 C(w,l)-C(l,w)=2(w-l)(w-1)(l-1).
\end{equation}
Under this schedule rows should run along the short side. Eighteen sites cost 87 updates with rows of 3 and 147 with rows of 6.

\section{A time step that restores the order}

Let $F(\tau)=V_M(\tau)\cdots V_1(\tau)$ be one sweep, where $V_k$ is a swap, a gate $e^{-i\tau h}$, or $Pe^{-i\tau h}$. Define the step
\begin{equation}
 W(\delta)=F(-\delta/2)^{-1}F(\delta/2).
\end{equation}
The first factor is a sweep in reverse order, because
\begin{equation}
 F(-\tau)^{-1}=V_1(-\tau)^{-1}\cdots V_M(-\tau)^{-1},\qquad
 \left(Pe^{i\tau h}\right)^{-1}=e^{-i\tau h}P .
\end{equation}
It evolves forward in time while undoing all the swaps, so even the network returns the chain to its original order. If $h$ is symmetric under exchange of its two sites, $P$ and the gate commute and the same matrices can be reused.

Directly from the definition,
\begin{equation}
 W(-\delta)=F(\delta/2)^{-1}F(-\delta/2)=W(\delta)^{-1}.
\end{equation}
For small $\delta$ write $W(\delta)=e^{-i\delta K(\delta)}$. The relation above requires $K(-\delta)=K(\delta)$, so $K$ has no term linear in $\delta$. To first order each pair contributes $\delta/2$ twice, so $K(0)=H$. Therefore $K=H+O(\delta^2)$, and the error at a fixed final time is $O(\delta^2)$.

\section{What the count leaves out}

\subsection{Swaps change entanglement}

A swap across a cut replaces one site $a$ on the left by another, $b$. Let $L$ be the other sites on the left and $S$ the entropy of a set of sites. Subadditivity gives $S(La)\le S(L)+S(a)$, and the Araki--Lieb inequality gives $S(Lb)\ge S(L)-S(b)$. Subtracting, and then exchanging the roles of $a$ and $b$,
\begin{equation}
 |S(La)-S(Lb)|\le S(a)+S(b)\le 2\ln d .
\end{equation}
The swap operator $\sum_{mn}|m\rangle\langle n|\otimes|n\rangle\langle m|$ has $d^2$ product terms, so the Schmidt rank grows at most by the factor $d^2$.

Two Bell pairs reach both limits. Swapping the middle sites turns
\begin{equation}
 \tfrac12\sum_{ab}|a\,a\rangle|b\,b\rangle
 \quad\text{into}\quad
 \tfrac12\sum_{ab}|a\,b\rangle|a\,b\rangle .
\end{equation}
Across the central cut the rank rises from 1 to 4 and the entropy from 0 to $2\ln2=1.386$ nats.

Over a whole schedule the consequences differ. In the separate and carried schedules only one site $i$ travels at a time; the sites it has passed are each shifted by one place and keep their mutual order. A cut it has crossed has the set $\{1,\dots,k+1\}$ without $i$ on its left. This is an ordinary left block with one site missing, so its entropy exceeds that of the block by at most $\ln d$, however far $i$ has travelled.

The alternating network has no such protection. For even $N$, after $N/2$ layers a right-mover that began at $p\le N/2$ is at $p+N/2$, and one that began further right is at $N/2+1+(N-p)$. Both lie in the right half. The central cut then separates all odd sites from all even sites. For a row of Bell pairs on $(1,2),(3,4),\dots$ the entropy there is $(N/2)\ln2$, while in the original order no cut has more than $\ln2$.

This comes from the alternating pattern, not from the minimal count. Carry site 1 past all the others with fused gates and leave it at the far end, then carry site 2 up to it, and so on. This triangular network also takes $N(N-1)/2$ updates and reverses the chain, and its gates act in the same order as in the carried schedule. One side of every cut is always a contiguous block of original sites, whose entropy in a pure state is at most the sum of the entropies of two cuts in the original order.

\subsection{Truncation error}

Suppose the tensors outside the updated pair are kept orthonormal, so that the singular values are the Schmidt coefficients, and the state is not renormalized. Let $w_k$ be the sum of squared singular values dropped at update $k$. The dropped part is orthogonal to the part kept, and unitary updates preserve the norm, so
\begin{equation}
 1-\|\psi\|^2=\sum_kw_k .
\end{equation}
Each truncation moves the state by $\sqrt{w_k}$, and later unitaries do not enlarge an existing distance. By the triangle inequality the final distance from the untruncated circuit is at most $\sum_k\sqrt{w_k}$.

\section{Eight spins}

Take eight spins $1/2$ in the N\'eel state with
\begin{equation}
 H=\sum_{i<j}\frac{J}{|i-j|^{2}}\left(S^x_iS^x_j+S^y_iS^y_j+\tfrac12S^z_iS^z_j\right),
\end{equation}
evolved to $t=1/J$. These are round model parameters. One sweep costs $8\cdot7\cdot15/6=140$, $7^2=49$ or $8\cdot7/2=28$ updates, and a time step costs twice as much if updates are not merged where one sweep meets the next.

Consider first the error without a bond cap, measured as the norm of the difference from the state found by exact diagonalization. For the separate and carried schedules it falls from $8.15\times10^{-4}$ at $\delta=0.2/J$ to $2.04\times10^{-4}$ at $0.1/J$, a factor of 4.00 as expected for second order. The two schedules agree because their gates act in the same order and form the same operator. The network orders its gates differently; its errors are $1.27\times10^{-3}$ and $3.17\times10^{-4}$.

Now hold $\delta=0.1/J$ and cap the bond dimension at $\chi=6$. The peak entropy is that of the uncapped run during its last step. The distance is taken from the uncapped run of the same schedule.
\begin{center}
\begin{tabular}{lccc}
 & separate & carried & network\\
updates per step & 280 & 98 & 56\\
peak entropy (nats) & 1.18 & 1.18 & 2.12\\
discarded weight & 0.00082 & 0.00085 & 0.085\\
distance & 0.064 & 0.062 & 0.51\\
bound on distance & 0.56 & 0.39 & 2.8
\end{tabular}
\end{center}

Of these three schedules the alternating network is by far the least accurate here. In the original order the exact final state has at most 0.534 nats across any cut. Adding $\ln2=0.693$ gives 1.227, and the peak of 1.18 for the one-site schedules lies just below it. The comparison is approximate, since the peak occurs at some moment within the last step. A bond of dimension 6 can hold at most $\ln6=1.79$ nats, so the network's peak of 2.12 cannot be represented. That peak lies at the central cut during the return sweep, when the cut separates the odd sites from the even ones.

The staggered magnetization $\frac1N\sum_i(-1)^{i+1}\langle S^z_i\rangle$, computed with the capped state normalized, shows the same division. The exact value is 0.1515. Both one-site schedules come within about $10^{-4}$ of it despite a state error of about 0.06, while the network gives about 0.22, nearly 50\% too high. The capped values are not stable in their last digit: a random perturbation of the initial state by $10^{-9}$ moves the discarded weights by up to 7\%, the distances by up to 2\%, the carried magnetization by $10^{-4}$ and that of the network by 0.003. Such close agreement is not guaranteed in general: the magnetization operator has norm $\tfrac12$, so a state error of 0.06 by itself guarantees the value only to within about 0.06.

Among these three schedules the carried one is the sensible choice at this cap: it needs 35\% of the updates of separate journeys at nearly the same truncation error. The alternating network can pay off only if $\chi$ is large enough to hold its mid-sweep entanglement, and only if this does not require a much larger $\chi$ than the carried schedule needs; with no cap, its error in this example was the Trotter error alone. Since the work per update grows as $\chi^3$, its advantage of $98/56=1.75$ in updates over the carried schedule, at equal time step and without merging updates between sweeps, is lost once it needs a bond dimension larger by $1.75^{1/3}\approx1.2$, if all bonds are saturated. At equal Trotter error the advantage is smaller still, because in this example the network needs a shorter time step. These conclusions do not extend to every schedule of minimal count. The triangular network, with 56 updates per step and the Trotter error of the carried schedule, has a peak entropy of 1.02 nats here, and at $\chi=6$ a distance of about 0.10 and a magnetization of about 0.1525. The numerical output lists the values for the three tabulated schedules.

\section*{Computed results}
\begin{verbatim}
Fewest updates for one distant gate (search, 6 sites)
 separation 1: order free 1, restored 1
 separation 2: order free 2, restored 3
 separation 3: order free 3, restored 5
 separation 4: order free 4, restored 7
 separation 5: order free 5, restored 9
Updates per sweep, 40 sites, all 780 pairs:
 separate 20540, carried 1521, network 780
Updates per sweep, 40 sites, range 4, 150 pairs:
 separate 590, carried 261
18-site lattice, updates: rows of 3: 87, rows of 6: 147
Bell-pair swap: entropy 0.0000 -> 1.3863 nats, rank 1 -> 4
Largest sweep error against direct gates: 7.7e-14
Example: N = 8, J = 1.0, exponent = 2.0, anisotropy = 0.5
 final time 1.0 1/J, steps 0.2 and 0.1 1/J, bond cap 6
 exact staggered magnetization: start 0.5000, end 0.151480
 exact final state, largest home-order entropy: 0.5338 nats
Schedule separate: updates per sweep 140, per time step 280
 Trotter state error: coarse 8.146e-04, fine 2.038e-04, ratio 3.998
 peak entropy during last step: 1.1824 nats
 capped run: discarded weight 8.172e-04, state error 6.423e-02, bound 5.555e-01
 staggered magnetization: full 0.151500, capped 0.151497
Schedule carried: updates per sweep 49, per time step 98
 Trotter state error: coarse 8.146e-04, fine 2.038e-04, ratio 3.998
 peak entropy during last step: 1.1824 nats
 capped run: discarded weight 8.504e-04, state error 6.239e-02, bound 3.858e-01
 staggered magnetization: full 0.151500, capped 0.151516
Schedule network: updates per sweep 28, per time step 56
 Trotter state error: coarse 1.270e-03, fine 3.171e-04, ratio 4.005
 peak entropy during last step: 2.1227 nats
 capped run: discarded weight 8.457e-02, state error 5.135e-01, bound 2.750e+00
 staggered magnetization: full 0.151519, capped 0.224288
\end{verbatim}
